**Parratt recursion for hafnia, silica and silicon**

The program computes X-ray reflectivity R = |X_0|² from X_j = (r_j + X_{j+1} p_{j+1}) / (1 + r_j X_{j+1} p_{j+1}). Here X_j is the up/down amplitude ratio at the bottom of layer j, r_j is the Fresnel amplitude of the interface below it, and p_j = exp(2i k_j d_j) is the round-trip phase for normal wavenumber k_j and thickness d_j. It asserts agreement with direct integration of the wave equation, the bare-silicon Fresnel limit, and invariance when the two oxides are cut into 50 unequal sublayers. It also asserts that a code with a one-way phase passes the last two tests and still gives a wrong reflectivity. Further assertions cover flux balance without absorption, the thin-film and thick-film limits, and second-order convergence for a sliced graded profile. For 4 nm of hafnia on 1 nm of silica, the output shows fringe minima near 1.19, 2.25 and 3.34 degrees, from which a hafnia thickness of 4.03 nm follows. An rms interface width of 0.3 nm lowers the reflectivity at 4 degrees to about 0.055 of its sharp-interface value.

## Program and output

```python
"""Parratt recursion for X-ray reflectivity of hafnia / silica / silicon.

Result under test: X_j = (r_j + X_{j+1} p_{j+1}) / (1 + r_j X_{j+1} p_{j+1}),
r_j = (k_j - k_{j+1}) / (k_j + k_{j+1}),  p_j = exp(2 i k_j d_j),  R = |X_0|^2.
X_j: up/down amplitude ratio at the bottom of layer j (zero in the substrate)
k_j: normal wavenumber, k_j^2 = (K sin theta)^2 - 4 pi r_e rho_j, K = 2 pi/lambda
rho_j = N (f1 - i f2): complex effective electron density; d_j: thickness
Time factor exp(-i omega t), depth z into the sample, lengths in nm.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

R_E = const.physical_constants["classical electron radius"][0] * 1e9
WAVELENGTH = 0.154
K = 2 * np.pi / WAVELENGTH
DEG = np.pi / 180


def electron_density(mass_density, molar_mass, f1, f2):
    """g/cm3 and g/mol give formula units per nm3, times scattering factor."""
    return mass_density / molar_mass * const.N_A * 1e-21 * complex(f1, -f2)


# rough typical scattering factors near 8 keV, in electrons
F_HF, F_SI, F_O = (67.0, 5.0), (14.25, 0.33), (8.05, 0.03)
DENS_HAFNIA, DENS_SILICA, DENS_SILICON = 9.5, 2.2, 2.33
HAFNIA = electron_density(DENS_HAFNIA, 178.49 + 2 * 15.999,
                          F_HF[0] + 2 * F_O[0], F_HF[1] + 2 * F_O[1])
SILICA = electron_density(DENS_SILICA, 28.085 + 2 * 15.999,
                          F_SI[0] + 2 * F_O[0], F_SI[1] + 2 * F_O[1])
SILICON = electron_density(DENS_SILICON, 28.085, *F_SI)
D_HAFNIA, D_SILICA = 4.0, 1.0
STACK = [0.0, HAFNIA, SILICA, SILICON]
THICK = [D_HAFNIA, D_SILICA]


def normal_k(theta, rho):
    k = np.sqrt((K * np.sin(theta))**2 - 4 * np.pi * R_E * rho + 0j)
    return np.where(k.imag < 0, -k, k)


def parratt(theta, rho, thick, polarization="s", flaw=None, trace=None):
    """rho runs from vacuum to substrate; thick lists the inner layers."""
    k = [normal_k(theta, x) for x in rho]
    if polarization == "s":
        g = k
    else:
        g = [kj / (1 - 4 * np.pi * R_E * x / K**2) for kj, x in zip(k, rho)]
    ratio = 0.0
    last = len(rho) - 1
    for j in range(last - 1, -1, -1):
        r = (g[j] - g[j + 1]) / (g[j] + g[j + 1])
        phase = 1.0
        if j + 1 < last:
            if flaw == "one-way":
                phase = np.exp(1j * k[j + 1] * thick[j])
            elif flaw == "wrong-layer":
                phase = np.exp(2j * k[j] * thick[j])
            else:
                phase = np.exp(2j * k[j + 1] * thick[j])
        ratio = (r + ratio * phase) / (1 + r * ratio * phase)
        if trace is not None:
            trace.append((j, complex(r), complex(phase), complex(ratio)))
    return ratio


def reflectivity(*args, **kwargs):
    return np.abs(parratt(*args, **kwargs))**2


def integrate_wave(theta, pieces, rho_substrate):
    """Integrate psi'' = -k(z)^2 psi upward from the transmitted wave.
    pieces: (thickness, density as function of depth in the piece)."""
    k_vac = K * math.sin(theta)
    y = np.array([1.0, 1j * complex(normal_k(theta, rho_substrate))])
    for thickness, density in reversed(pieces):
        def rhs(z, u, density=density):
            k2 = k_vac**2 - 4 * np.pi * R_E * density(z)
            return np.array([u[1], -k2 * u[0]])
        sol = solve_ivp(rhs, (thickness, 0.0), y, method="DOP853",
                        rtol=1e-11, atol=1e-13)
        assert sol.success
        y = sol.y[:, -1]
    down = (y[0] + y[1] / (1j * k_vac)) / 2
    up = (y[0] - y[1] / (1j * k_vac)) / 2
    return up / down, 1 / down


def constant_pieces(rho, thick):
    return [(d, lambda z, x=x: x) for d, x in zip(thick, rho[1:-1])]


def log_gap(a, b):
    return float(np.max(np.abs(np.log10(a / b))))


theta = np.linspace(0.05, 4.0, 400) * DEG
R_stack = reflectivity(theta, STACK, THICK)

# --- recursion against direct integration of the wave equation
ode_error = 0.0
for deg in (0.15, 0.3, 0.5, 1.0, 2.0, 3.3, 4.0):
    r_ode, _ = integrate_wave(deg * DEG, constant_pieces(STACK, THICK), SILICON)
    r_rec = complex(parratt(deg * DEG, STACK, THICK))
    ode_error = max(ode_error, abs(r_rec - r_ode) / abs(r_ode))
assert ode_error < 1e-7

# --- bare substrate: Fresnel amplitude from Snell's law with complex angles
n_si = np.sqrt(1 - 4 * np.pi * R_E * SILICON / K**2)
inner = np.arccos(np.cos(theta) / n_si)
r_fresnel = np.sin(theta - inner) / np.sin(theta + inner)
zero_thick = parratt(theta, STACK, [0.0, 0.0])
all_silicon = parratt(theta, [0.0, SILICON, SILICON, SILICON], THICK)
all_vacuum = parratt(theta, [0.0, 0.0, 0.0, SILICON], THICK)
shift = np.exp(2j * K * np.sin(theta) * sum(THICK))
fresnel_error = max(np.max(np.abs(x / r_fresnel - 1)) for x in
                    (zero_thick, all_silicon, all_vacuum / shift))
assert fresnel_error < 1e-7
R_bare = np.abs(r_fresnel)**2
k_end = K * np.sin(theta[-1])
tail_ratio = R_bare[-1] / abs(np.pi * R_E * SILICON / k_end**2)**2
assert abs(tail_ratio - 1) < 0.01

# --- approach to the bare limit
k0, k1, ks = (normal_k(theta, x) for x in (0.0, HAFNIA, SILICON))
tiny = 1e-4
slope = (parratt(theta, [0.0, HAFNIA, SILICON], [tiny])
         - parratt(theta, [0.0, SILICON], [])) / tiny
slope_formula = 2j * k0 * (k1**2 - ks**2) / (k0 + ks)**2
assert np.max(np.abs(slope / slope_formula - 1)) < 2e-3
lossless = [0.0, HAFNIA.real, SILICA.real, SILICON.real]
film = [0.0, HAFNIA.real, SILICON.real]
bare2 = reflectivity(2 * DEG, [0.0, SILICON.real], [])
growth = ((reflectivity(2 * DEG, film, [0.02]) - bare2)
          / (reflectivity(2 * DEG, film, [0.01]) - bare2))
assert abs(growth - 4) < 0.02

# --- artificial subdivision into unequal sublayers
rng = np.random.default_rng(7)
cuts_h = rng.dirichlet(np.ones(40)) * D_HAFNIA
cuts_s = rng.dirichlet(np.ones(10)) * D_SILICA
split = [0.0] + [HAFNIA] * 40 + [SILICA] * 10 + [SILICON]
split_d = list(cuts_h) + list(cuts_s)
split_error = np.max(np.abs(parratt(theta, split, split_d)
                            / parratt(theta, STACK, THICK) - 1))
assert split_error < 1e-10

# --- which faults do the two checks see?
faults = {}
for flaw in ("one-way", "wrong-layer"):
    whole = reflectivity(theta, STACK, THICK, flaw=flaw)
    faults[flaw] = (
        log_gap(reflectivity(theta, STACK, [0.0, 0.0], flaw=flaw), R_bare),
        log_gap(reflectivity(theta, split, split_d, flaw=flaw), whole),
        log_gap(whole, R_stack))
assert faults["one-way"][0] < 1e-6 and faults["one-way"][1] < 1e-9
assert faults["one-way"][2] > 0.1
assert faults["wrong-layer"][0] < 1e-6 and faults["wrong-layer"][1] > 0.01

# --- thick film: only decaying exponentials
thick_film = 1e4
r_thick = parratt(0.3 * DEG, [0.0, HAFNIA, SILICON], [thick_film])
r_hafnia = parratt(0.3 * DEG, [0.0, HAFNIA], [])
exponent = float(normal_k(0.3 * DEG, HAFNIA).imag) * thick_film
assert abs(r_thick / r_hafnia - 1) < 1e-12
assert exponent > math.log(np.finfo(float).max)

# --- flux balance without absorption
for deg in (0.3, 1.0, 3.0):
    _, t = integrate_wave(deg * DEG, constant_pieces(lossless, THICK),
                          lossless[-1])
    T = float(normal_k(deg * DEG, lossless[-1]).real) \
        / (K * math.sin(deg * DEG)) * abs(t)**2
    assert abs(reflectivity(deg * DEG, lossless, THICK) + T - 1) < 1e-8
R_loss0_015 = float(reflectivity(0.15 * DEG, lossless, THICK))
R_loss0_030 = float(reflectivity(0.30 * DEG, lossless, THICK))
assert abs(R_loss0_015 - 1) < 1e-10 and R_loss0_030 < 0.99

# --- fringe minima and thickness
minima = []
for low, high in ((0.9, 1.5), (1.9, 2.6), (3.0, 3.7)):
    best = minimize_scalar(
        lambda a: math.log(reflectivity(a * DEG, STACK, THICK)),
        bounds=(low, high), method="bounded", options={"xatol": 1e-7})
    assert low + 0.01 < best.x < high - 0.01
    minima.append(best.x)
k_min = [float(normal_k(a * DEG, HAFNIA).real) for a in minima]
d_spacing = 2 * np.pi / (k_min[2] - k_min[0])
d_first = np.pi / k_min[0]
d_first_raw = np.pi / (K * math.sin(minima[0] * DEG))
assert abs(d_spacing - D_HAFNIA) < 0.1
assert abs(d_first - D_HAFNIA) < abs(d_first_raw - D_HAFNIA)

# --- sensitivity to the two thicknesses
gap_silica = log_gap(reflectivity(theta, STACK, [4.0, 1.5]), R_stack)
gap_hafnia = log_gap(reflectivity(theta, STACK, [4.1, 1.0]), R_stack)
assert gap_hafnia > gap_silica

# --- graded interfaces: error-function profile cut into slices
WIDTH = 0.3
MARGIN = 5 * WIDTH
TOTAL = sum(THICK) + 2 * MARGIN


def graded_density(z):
    value, depth = 0.0, MARGIN
    for j in range(3):
        step = 0.5 * (1 + math.erf((z - depth) / (math.sqrt(2) * WIDTH)))
        value += (STACK[j + 1] - STACK[j]) * step
        if j < 2:
            depth += THICK[j]
    return value


def graded_reflectivity(angle, count):
    h = TOTAL / count
    rho = [0.0] + [graded_density((i + 0.5) * h) for i in range(count)]
    return reflectivity(angle, rho + [SILICON], [h] * count)


R_graded_ode = {}
for deg in (1.0, 4.0):
    r_ode, _ = integrate_wave(deg * DEG, [(TOTAL, graded_density)], SILICON)
    R_graded_ode[deg] = abs(r_ode)**2
    assert abs(graded_reflectivity(deg * DEG, 400)
               / R_graded_ode[deg] - 1) < 5e-3
err200, err400 = (float(graded_reflectivity(4 * DEG, n) / R_graded_ode[4.0] - 1)
                  for n in (200, 400))
assert 3.5 < err200 / err400 < 4.5

# --- other neglected effects
pol_ratio = float(reflectivity(4 * DEG, STACK, THICK, polarization="p")
                  / reflectivity(4 * DEG, STACK, THICK))
assert abs(pol_ratio - math.cos(8 * DEG)**2) < 1e-3
nodes, weights = np.polynomial.hermite.hermgauss(15)
SPREAD = 0.01
smear = []
for a in minima:
    pts = (a + math.sqrt(2) * SPREAD * nodes) * DEG
    mean = np.sum(weights * reflectivity(pts, STACK, THICK)) / math.sqrt(np.pi)
    smear.append(float(mean / reflectivity(a * DEG, STACK, THICK) - 1))
BEAM, SAMPLE = 0.1, 20.0
spill = math.asin(BEAM / SAMPLE) / DEG
caught = min(1.0, SAMPLE * math.sin(0.15 * DEG) / BEAM)
gap_density = log_gap(
    reflectivity(theta, [0.0, 0.95 * HAFNIA, SILICA, SILICON], THICK), R_stack)

# --- printed results
energy = const.h * const.c / (WAVELENGTH * 1e-9) / const.e / 1e3
print(f"wavelength {WAVELENGTH} nm, photon energy {energy:.3f} keV, "
      f"K {K:.3f} 1/nm, r_e {R_E:.4e} nm")
print("f1, f2 (electrons): Hf", F_HF, " Si", F_SI, " O", F_O)
print(f"thickness: hafnia {D_HAFNIA} nm, silica {D_SILICA} nm")
for name, dens, rho in (("hafnia", DENS_HAFNIA, HAFNIA),
                        ("silica", DENS_SILICA, SILICA),
                        ("silicon", DENS_SILICON, SILICON)):
    index = 1 - np.sqrt(1 - 4 * np.pi * R_E * rho / K**2)
    crit = math.asin(math.sqrt(4 * np.pi * R_E * rho.real) / K) / DEG
    print(f"{name}: {dens} g/cm3, rho {rho.real:.1f} - {-rho.imag:.2f}i 1/nm3, "
          f"delta {index.real:.3e}, beta {-index.imag:.3e}, "
          f"critical angle {crit:.4f} deg")
print("recursion at 1 deg:")
for name, rho in zip(("vacuum", "hafnia", "silica", "silicon"), STACK):
    print(f"  k {name} = {complex(normal_k(1 * DEG, rho)):.6f} 1/nm")
steps = []
parratt(1 * DEG, STACK, THICK, trace=steps)
for j, r, phase, ratio in steps:
    label = f"p_{j + 1} = {phase:.5f}, " if j < 2 else ""
    print(f"  r_{j} = {r:.4e}, {label}X_{j} = {ratio:.4e}")
print("angle (deg), R stack, R bare silicon:")
for deg in (0.15, 0.3, 0.5, 1.0, 2.0, 3.0, 4.0):
    print(f"  {deg:.2f}  {float(reflectivity(deg * DEG, STACK, THICK)):.4e}  "
          f"{float(reflectivity(deg * DEG, [0.0, SILICON], [])):.4e}")
print(f"no absorption: R(0.15 deg) {R_loss0_015:.6f}, "
      f"R(0.30 deg) {R_loss0_030:.4f}")
print(f"largest relative amplitude error vs wave equation {ode_error:.1e}")
print(f"largest relative amplitude error, Fresnel limit {fresnel_error:.1e}")
print(f"largest relative amplitude error, 50 sublayers {split_error:.1e}")
print(f"bare R / high-angle law at 4 deg {tail_ratio:.5f}")
print("hafnia film on bare silicon at 2 deg, R/R_bare - 1:")
for d in (0.1, 0.01, 0.001):
    change = (reflectivity(2 * DEG, [0.0, HAFNIA, SILICON], [d])
              / reflectivity(2 * DEG, [0.0, SILICON], []) - 1)
    print(f"  d = {d} nm: {float(change):.3e}")
print(f"no absorption: change ratio for doubled d {float(growth):.4f}")
print("faulty codes, max |log10 R ratio|: Fresnel, subdivision, true R")
for flaw, gaps in faults.items():
    print(f"  {flaw}: {gaps[0]:.1e}, {gaps[1]:.1e}, {gaps[2]:.2f}")
print(f"10 um hafnia at 0.3 deg: growth exponent {exponent:.0f}, "
      f"overflow above {math.log(np.finfo(float).max):.0f}")
print("fringe minima (deg): " + ", ".join(f"{a:.4f}" for a in minima))
print(f"hafnia thickness from minima 1 and 3: {d_spacing:.3f} nm")
print(f"from minimum 1: {d_first:.3f} nm, without refraction "
      f"{d_first_raw:.3f} nm")
print(f"max |change of log10 R|: silica +0.5 nm {gap_silica:.3f}, "
      f"hafnia +0.1 nm {gap_hafnia:.3f}")
print(f"interface width {WIDTH} nm: R graded / R sharp at 1 deg "
      f"{R_graded_ode[1.0] / float(reflectivity(DEG, STACK, THICK)):.4f}, "
      f"at 4 deg "
      f"{R_graded_ode[4.0] / float(reflectivity(4 * DEG, STACK, THICK)):.4f}")
print(f"slicing error of R at 4 deg: {TOTAL / 200:.3f} nm slices {err200:.2e}, "
      f"{TOTAL / 400:.3f} nm slices {err400:.2e}")
print(f"R_p / R_s at 4 deg {pol_ratio:.4f}, cos^2(2 theta) "
      f"{math.cos(8 * DEG)**2:.4f}")
print(f"beam spread {SPREAD} deg rms: relative rise of R at minima "
      + ", ".join(f"{s:.1e}" for s in smear))
print(f"beam {BEAM} mm, sample {SAMPLE} mm: spill below {spill:.3f} deg, "
      f"fraction caught at 0.15 deg {caught:.3f}")
print(f"hafnia density -5%: max |change of log10 R| {gap_density:.3f}")
print("OK")
```

Running it gives:

```
wavelength 0.154 nm, photon energy 8.051 keV, K 40.800 1/nm, r_e 2.8179e-06 nm
f1, f2 (electrons): Hf (67.0, 5.0)  Si (14.25, 0.33)  O (8.05, 0.03)
thickness: hafnia 4.0 nm, silica 1.0 nm
hafnia: 9.5 g/cm3, rho 2258.6 - 137.53i 1/nm3, delta 2.402e-05, beta 1.463e-06, critical angle 0.3972 deg
silica: 2.2 g/cm3, rho 669.2 - 8.60i 1/nm3, delta 7.118e-06, beta 9.147e-08, critical angle 0.2162 deg
silicon: 2.33 g/cm3, rho 711.9 - 16.49i 1/nm3, delta 7.573e-06, beta 1.754e-07, critical angle 0.2230 deg
recursion at 1 deg:
  k vacuum = 0.712057+0.000000j 1/nm
  k hafnia = 0.653496+0.003726j 1/nm
  k silica = 0.695216+0.000219j 1/nm
  k silicon = 0.694128+0.000421j 1/nm
  r_2 = 7.8336e-04-1.4542e-04j, X_2 = 7.8336e-04-1.4542e-04j
  r_1 = -3.0926e-02+2.6909e-03j, p_2 = 0.17931+0.98335j, X_1 = -3.0643e-02+3.4345e-03j
  r_0 = 4.2876e-02-2.8457e-03j, p_1 = 0.47856-0.84446j, X_0 = 3.1156e-02+2.4647e-02j
angle (deg), R stack, R bare silicon:
  0.15  9.4090e-01  9.5879e-01
  0.30  3.7603e-01  3.9342e-02
  0.50  1.0188e-01  3.0684e-03
  1.00  1.5781e-03  1.6265e-04
  2.00  1.3373e-04  9.7905e-06
  3.00  3.8977e-05  1.9225e-06
  4.00  1.5776e-05  6.0767e-07
no absorption: R(0.15 deg) 1.000000, R(0.30 deg) 0.4174
largest relative amplitude error vs wave equation 2.5e-11
largest relative amplitude error, Fresnel limit 6.2e-11
largest relative amplitude error, 50 sublayers 3.2e-15
bare R / high-angle law at 4 deg 1.00312
hafnia film on bare silicon at 2 deg, R/R_bare - 1:
  d = 0.1 nm: 4.868e-01
  d = 0.01 nm: -1.236e-03
  d = 0.001 nm: -6.256e-04
no absorption: change ratio for doubled d 3.9992
faulty codes, max |log10 R ratio|: Fresnel, subdivision, true R
  one-way: 2.1e-11, 1.8e-15, 1.52
  wrong-layer: 2.1e-11, 2.1e+00, 2.13
10 um hafnia at 0.3 deg: growth exponent 1858, overflow above 710
fringe minima (deg): 1.1867, 2.2487, 3.3353
hafnia thickness from minima 1 and 3: 4.026 nm
from minimum 1: 3.946 nm, without refraction 3.718 nm
max |change of log10 R|: silica +0.5 nm 0.079, hafnia +0.1 nm 0.531
interface width 0.3 nm: R graded / R sharp at 1 deg 0.8486, at 4 deg 0.0552
slicing error of R at 4 deg: 0.040 nm slices -4.28e-03, 0.020 nm slices -1.07e-03
R_p / R_s at 4 deg 0.9807, cos^2(2 theta) 0.9806
beam spread 0.01 deg rms: relative rise of R at minima 2.8e-02, 3.0e-02, 2.6e-02
beam 0.1 mm, sample 20.0 mm: spill below 0.286 deg, fraction caught at 0.15 deg 0.524
hafnia density -5%: max |change of log10 R| 0.065
OK
```
